What Line-Spacing Data Reveal About Sidewall Damage in Low-k Dielectrics

**The situation**

A porous low-k dielectric fills the gaps between parallel metal lines. Plasma radicals have altered a layer on each sidewall of the dielectric. In the model, each gap has width s between the metal faces and contains two damaged layers of thickness d and relative permittivity k_d, with undamaged dielectric of relative permittivity k_u between them. A conducting liner counts as part of the metal.

The effective relative permittivity k_eff of a gap is defined through its capacitance C and the facing metal area A:

C = ε0 k_eff A/s.

The field is taken normal to the walls, and there is no free charge or leakage in the dielectric. The values of k_u, d and k_d are the same for every spacing, and s ≥ 2d unless a part says otherwise.

Four gaps give the following model data, rounded to two decimals:

s = 30 nm: k_eff = 2.86
s = 40 nm: k_eff = 2.76
s = 60 nm: k_eff = 2.67
s = 90 nm: k_eff = 2.61

**Part (a). Derive the dependence of k_eff on s, and state how k_u can be read from a straight-line plot.**

*Answer.* Let x run from one metal face to the other, and let D be the magnitude of the displacement. Without free charge, dD/dx = 0, so D has one value across the gap. The local field is E(x) = D/[ε0 k(x)], and the voltage is

V = ∫₀ˢ E dx = (D/ε0) ∫₀ˢ dx/k(x).

The charge on the facing area is Q = DA. Hence

C = Q/V = ε0 A / ∫₀ˢ dx/k(x).

Comparison with the definition of k_eff gives

s/k_eff = ∫₀ˢ dx/k(x).

The two damaged layers contribute 2d/k_d and the middle contributes (s − 2d)/k_u:

s/k_eff = (s − 2d)/k_u + 2d/k_d
        = s/k_u + 2d(1/k_d − 1/k_u).

Division by s gives

1/k_eff = 1/k_u + B/s,
B = 2d(1/k_d − 1/k_u).

A plot of 1/k_eff against 1/s is therefore a straight line. Its intercept at 1/s = 0 is 1/k_u, and its slope is B, which is a length. The intercept has a simple meaning: in a very wide gap the damaged layers occupy a vanishing fraction of the width.

If damage raises the permittivity, then 1/k_d < 1/k_u and B is negative. Narrow gaps then have the larger k_eff. The length |B| is the amount by which damage reduces s/k_eff, the thickness of vacuum that would give the same capacitance per area.

**Part (b). Find k_u from the 30 and 90 nm readings alone, then find k_u and B from all four readings by an unweighted least-squares fit.**

*Answer.* Write the law for two spacings in the form

s₁/k₁ = s₁/k_u + B,
s₂/k₂ = s₂/k_u + B.

Subtraction removes B:

s₂/k₂ − s₁/k₁ = (s₂ − s₁)/k_u,

so

k_u = (s₂ − s₁)/(s₂/k₂ − s₁/k₁)
    = (90 − 30)/(90/2.61 − 30/2.86)
    = 60/(34.483 − 10.490)
    = 2.501.

For the fit, put xᵢ = 1/sᵢ and yᵢ = 1/kᵢ, with means x̄ and ȳ. Minimizing the sum of squared residuals gives

B = Σ(xᵢ − x̄)yᵢ / Σ(xᵢ − x̄)²,
1/k_u = ȳ − B x̄.

The four values of y, in order of increasing spacing, are 0.34965, 0.36232, 0.37453 and 0.38314. Their mean is 0.36741, and x̄ = 0.021528 nm⁻¹. The sums give

B = (−4.258 × 10⁻⁴ nm⁻¹)/(2.836 × 10⁻⁴ nm⁻²) = −1.50 nm,
1/k_u = 0.36741 + 1.502 × 0.021528 = 0.3997,
k_u = 2.50.

The fitted line misses no reading by more than about 0.0013 in k_eff, which is within the rounding of the data. The undamaged permittivity lies below all four readings, because even the 90 nm gap contains damaged material.

**Part (c). Show that these data cannot determine d and k_d separately. Would more spacings, or more precise readings, help?**

*Answer.* Suppose that two sets of parameters, (k_u, d, k_d) and (k_u′, d′, k_d′), give the same k_eff at two different spacings s₁ and s₂, both wide enough for the law of part (a) to hold for either set. Then

(1/k_u − 1/k_u′) + (B − B′)/s₁ = 0,
(1/k_u − 1/k_u′) + (B − B′)/s₂ = 0.

Subtracting the second from the first leaves

(B − B′)(1/s₁ − 1/s₂) = 0.

Since s₁ ≠ s₂, B = B′, and either equation then gives k_u = k_u′. Conversely, two sets that share k_u and B give the same k_eff at every allowed spacing, because nothing else enters the law. The data therefore fix k_u and B, and they fix nothing further about d and k_d.

For B ≠ 0, the definition of B can be solved for k_d at any chosen d:

1/k_d = 1/k_u + B/(2d).

This is a curve of solutions, not a point. With the fitted k_u and B it contains, among others,

d = 2.5 nm, k_d = 10.1
d = 3.0 nm, k_d = 6.7
d = 5.0 nm, k_d = 4.0
d = 10 nm, k_d = 3.1

For example, at d = 5.0 nm the equation reads 1/k_d = 0.3997 − 1.502/10 = 0.2495, so k_d = 4.0. A thin layer of high permittivity and a thick layer of moderately raised permittivity remove the same amount from s/k_eff.

More spacings and better precision reduce the uncertainty of k_u and B, but they do not reduce this curve to a point. A least-squares fit with d and k_d both free would have a valley of equally good solutions, and the pair it returned would depend on where the search began.

The direction of the valley follows from holding k_u and B fixed:

0 = δB = 2(1/k_d − 1/k_u) δd − (2d/k_d²) δk_d.

The first bracket equals B/(2d), so

δk_d/δd = k_d² B/(2d²).

At d = 5 nm this is −0.48 per nm. If microscopy or a selective etch supplied d = 5 nm with an error of 1 nm, k_d would follow as about 4.0 with an error of about 0.5 from that source, to first order. The curve bends noticeably over this range: the full relation gives k_d = 4.7 at d = 4 nm and 3.6 at d = 6 nm.

**Part (d). What limits do the data place on d and k_d? Treat B < 0 first, then B > 0.**

*Answer.* For B < 0, a finite positive k_d requires

1/k_u + B/(2d) > 0,
d > −k_u B/2 = k_u|B|/2.

For the fitted values, d > 1.88 nm. As d approaches this limit from above, k_d grows without bound. The limiting layer behaves as a conductor: it shortens the gap by 2d and does nothing else.

The other limit comes from the assumption that the layers do not overlap in the narrowest gap, d ≤ s_min/2. Because B is negative, 1/k_u + B/(2d) increases with d, so

1/k_d ≤ 1/k_u + B/s_min = 1/k_eff(s_min),
k_d ≥ k_eff(s_min).

Here d ≤ 15 nm and k_d ≥ 2.86. At equality the 30 nm gap is filled with damaged material, and its effective permittivity is simply k_d. Both limits are computed from the fitted line and carry its uncertainty.

For B > 0 the altered layer has k_d < k_u. Every positive d then gives a positive k_d, but an ordinary static dielectric has k_d ≥ 1. This requires

1/k_u + B/(2d) ≤ 1,
d ≥ B/[2(1 − 1/k_u)].

The equality describes an empty layer. The condition d ≤ s_min/2 still applies, and for B > 0 it gives k_d ≤ k_eff(s_min). If B = 0, either there is no layer or its permittivity equals k_u. In the second case its thickness has no electrical effect and cannot be found.

**Part (e). Could a gap narrower than 2d remove the ambiguity? Does replacing the sharp damaged layer by a graded one remove it?**

*Answer.* Suppose that the layers merge when s < 2d and that the merged material still has permittivity k_d. The whole gap then has one permittivity:

k_eff = k_d.

This reading supplies k_d directly. The wider gaps supply k_u and B, and the thickness follows from

d = B/[2(1/k_d − 1/k_u)].

Take k_u = 2.5 and B = −1.5 nm, and imagine an 8 nm gap. If d = 5 nm, then k_d = 4.00 and the gap reads 4.00. If d = 10 nm, then k_d = 3.08 and it reads 3.08. The two pairs agree at 30 nm and above but differ here.

One must also know that the layers have merged. The straight line extrapolated to 8 nm predicts

1/k_eff = 0.4 − 1.5/8 = 0.2125,
k_eff = 4.71.

A merged 8 nm gap reads less than this. Since s < 2d and B < 0, B/s is more negative than B/(2d), so the extrapolated 1/k_eff is smaller than 1/k_d. As long as the extrapolated 1/k_eff is positive, which here means s > k_u|B| = 3.75 nm, a k_eff below the extrapolated value is thus the sign of merging within this model. In a still narrower gap the line gives no positive k_eff, so the layers must have merged. A k_eff equal to that value means that the layers have not merged. This lowers the upper limit on d to half the gap width, but it still leaves a curve of possible pairs.

A graded profile does not help. Let each layer have a profile k(x) that reaches k_u at depth L, with L ≤ s_min/2. Adding and subtracting 1/k_u in the integral of part (a) gives

s/k_eff = s/k_u + 2∫₀ᴸ [1/k(x) − 1/k_u] dx.

The straight line returns, with

B = 2∫₀ᴸ [1/k(x) − 1/k_u] dx.

The data see one integral of the profile and not its shape. For a linear fall from k_w at the wall to k_u at depth L, dx = L dk/(k_u − k_w), and

∫₀ᴸ dx/k = L ln(k_w/k_u)/(k_w − k_u).

With k_w = 6, k_u = 2.5 and B = −1.5 nm,

L = −1.5 / {2[ln(2.4)/3.5 − 0.4]} = 5.0 nm.

This ramp gives the same k_eff at all four spacings as a uniform layer with d = 5 nm and k_d = 4.

**Part (f). The data were generated with k_u = 2.5, d = 5 nm and k_d = 4, so B = −1.5 nm. Starting from these values, find the effect on the fitted k_u and B of (i) a true spacing 1 nm larger than the nominal one in every gap, (ii) an apparent capacitance 2 % too large because of an area error, (iii) a damage depth rising linearly from 4.5 nm at s = 30 nm to 5.5 nm at s = 90 nm, and (iv) an independent random error of 0.01 in each k_eff.**

*Answer.* (i) Let s be the nominal spacing and s + δ the true one. The capacitance contains the true spacing, but k_eff is calculated with the nominal one. The apparent value is therefore k_app = s k_true/(s + δ), and

1/k_app = (s + δ)/(s k_true)
        = [(s + δ)/k_u + B]/s
        = 1/k_u + (B + δ/k_u)/s.

The intercept is unchanged, and the slope becomes −1.5 + 1/2.5 = −1.1 nm. Thus k_u remains 2.50, while the magnitude of B falls by 27 % of its true value. A common spacing error looks like a change in damage, and these data cannot distinguish the two.

(ii) If k_app = (1 + a)k_eff, both terms of 1/k_eff are divided by 1 + a. The fit gives k_u(1 + a) and B/(1 + a). For a = 0.02 these are 2.55 and −1.47 nm. This error goes directly into k_u.

(iii) Put d(s) = d₀ + gs. The data give g = 1/60 and d₀ = 4.0 nm. Then

1/k_eff = [1/k_u + 2g(1/k_d − 1/k_u)] + 2d₀(1/k_d − 1/k_u)/s.

The bracket 1/k_d − 1/k_u is −0.15. The intercept becomes 0.4 − 0.005 = 0.395, so the apparent k_u is 2.53, and the apparent B is −1.2 nm. The points still lie on a perfect straight line. A good fit therefore does not prove that the damage depth is the same in all gaps.

(iv) The intercept is a weighted sum of the readings, 1/k_u = Σcᵢyᵢ. From part (b), its weights for n readings are

cᵢ = 1/n − x̄(xᵢ − x̄)/Σⱼ(xⱼ − x̄)².

For small errors σ in k_eff, the error of yᵢ is σ/kᵢ², and the error of k_u is k_u² times that of the intercept:

σ(k_u) = k_u² [Σ(cᵢσ/kᵢ²)²]^(1/2).

The slope is treated in the same way, with weights (xᵢ − x̄)/Σⱼ(xⱼ − x̄)². For σ = 0.01 the results are σ(k_u) = 0.012 and σ(B) = 0.08 nm. Relative to the true values these are 0.5 % and 5 %. In this example the 1 nm spacing error matters more for B than the random error does, and the 2 % area error matters more for k_u.

**Part (g). Real lines have finite height, so some field lines pass above and below the gap. Assess the effect from the comb calculation described here, relate the model to real dielectrics, and say what a repair that halves |B| has achieved.**

The comb has lines 30 nm wide and 60 nm high, at alternating potentials. Undamaged dielectric extends 150 nm above and below them, and the damage is confined to the sidewalls. The two-dimensional field was found by a finite-volume calculation on a 1 nm grid. Here k_eff means the capacitance divided by that of the same comb in vacuum. For k_u = 2.5, d = 5 nm and k_d = 4, it is 2.77, 2.70, 2.63 and 2.59 at 30, 40, 60 and 90 nm. The grid leaves an uncertainty of about 0.003 in these values.

*Answer.* These values lie below the series values, since part of the flux now travels through undamaged material outside the gap. In vacuum, the comb capacitance is about 1.5 times the parallel-plate value at 30 nm and 2.1 times at 90 nm, so this flux is not small.

A straight-line fit to the unrounded comb values, 2.7692, 2.6957, 2.6304 and 2.5917, gives k_u = 2.51 and B = −1.11 nm; the two-decimal values alone give B = −1.14 nm, so rounding matters at this level. Refining the grid lowers the four values by 0.001 to 0.002 and leaves B at −1.11 nm. The undamaged permittivity is 0.3 to 0.4 % too high, depending on the grid, but the magnitude of B is 26 % too small, both relative to the input values. With d = 5 nm known independently, the fit would give

1/k_d = 1/2.509 − 1.115/10 = 0.287,
k_d = 3.5,

instead of 4.0. For this geometry, once the capacitance has been divided by that of the comb in vacuum, the series law recovers k_u much better than it recovers the damage. The division is essential. With the definition C = ε0 k_eff A/s, fringing would raise the apparent k_eff to about 4.2 at 30 nm and 5.5 at 90 nm, and the line fit would not return k_u.

Fringing also affects the ambiguity. The pair d = 10 nm, k_d = 3.08 has the same series-model B, yet its comb k_eff is lower by about 0.02 at 30 nm and by about 0.01 at 90 nm. Equal B no longer means equal capacitance. This does not mean that d can be extracted in practice, because the comparison holds k_u and k_d fixed. If d is kept at 10 nm and the other two are refitted to the comb values for d = 5 nm, the result is k_u = 2.51 and k_d = 3.12, and the remaining differences are below 0.001. With a random error of 0.01 in k_eff, these four readings cannot tell the two depths apart. The proof in part (c) belongs to the series model; a two-dimensional fit needs its own analysis.

The parameters are rough values for porous organosilicate glass, whose permittivity is often near 2.5. Oxidizing plasmas remove methyl groups and leave silanol groups, which attract water and raise the permittivity. A damaged layer several nanometres thick with k_d near 4 is a plausible case, though both values depend strongly on the plasma and on moisture. Real interconnects break the assumption of a purely normal field. In the comb this moves B from −1.50 to −1.11 nm, even with k_eff taken relative to vacuum. They may also have sloping walls and cap layers of higher permittivity, which the comb leaves out.

Silylation can replace silanol groups by methyl-bearing groups. Suppose that such a repair leaves k_u and s unchanged and takes B from −1.5 to −0.75 nm. One reading is that k_d is still 4 and the thickness has fallen from 5 to 2.5 nm. Another is that the thickness is still 5 nm and

1/k_d = 0.4 − 0.75/10 = 0.325,
k_d = 3.08.

Within the series model both give the same capacitance at all four spacings. The measurement shows that half of the damage contribution to s/k_eff has gone. Whether the layer became thinner or its permittivity fell must be decided by other evidence, such as a measurement of thickness or composition.
